# NiO Parabolic Growth with Nickel Vacancies in Three Charge States: a numerical check

```python
"""Parabolic growth constant of NiO with three charge states of nickel vacancy.
Result under test: for scale thickness X with X^2 = kp*t,
    kp = integral of D_Ni d(ln p) from p_in to p_out,  D_Ni = sum_z D_z*y_z,
    d ln kp / d ln p_out = D_Ni(p_out)/kp.
Symbols: p oxygen pressure (atm); y_z fraction of Ni sites that are vacancies of
charge -z (z = 0, 1, 2); h holes per Ni site; D_z vacancy diffusivity (cm^2/s).
Mass action: y0 = K0*sqrt(p), y1*h = K1*y0, y2*h = K2*y1.
Neutrality: h + donor = y1 + 2*y2, donor = fraction of singly charged donors.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

CHARGE = np.array([0.0, 1.0, 2.0])


def defects(lnp, K, donor=0.0):
    """Hole fraction and the three vacancy fractions at one oxygen pressure."""
    K0, K1, K2 = K
    y0 = K0 * math.exp(0.5 * lnp)

    def imbalance(lnh):
        hole = math.exp(lnh)
        negative = K1 * y0 / hole * (1.0 + 2.0 * K2 / hole)
        return math.log(hole + donor) - math.log(negative)

    h = math.exp(brentq(imbalance, -80.0, 5.0, xtol=1e-13, rtol=1e-14))
    y1 = K1 * y0 / h
    return h, np.array([y0, y1, K2 * y1 / h])


def integrate(function, low, high, nodes=48):
    x, w = np.polynomial.legendre.leggauss(nodes)
    points = 0.5 * (high + low) + 0.5 * (high - low) * x
    return 0.5 * (high - low) * sum(wi * function(q) for wi, q in zip(w, points))


def growth_constant(ln_in, ln_out, K, D, donor=0.0, nodes=48):
    return integrate(lambda q: float(D @ defects(q, K, donor)[1]),
                     ln_in, ln_out, nodes)


def primitive(h, K):
    """Antiderivatives of y_z d(ln p), written in the hole fraction."""
    K0, K1, K2 = K
    b = 2.0 * K2
    u = h + b
    return np.array([2.0 * h**3 / (K1 * u),
                     2.0 * (2.0 * u - b * math.log(u) + b * b / u),
                     b * (2.0 * math.log(u) - b / u)])


def vacancy_exponents(h, K):
    hole_exponent = (h + 2.0 * K[2]) / (4.0 * h + 12.0 * K[2])
    return 0.5 - CHARGE * hole_exponent


def slope(function, x, step=1e-3):
    return (math.log(function(x + step)) - math.log(function(x - step))) / (2 * step)


# Chosen model parameters
T = 1273.0                              # K
K = (1e-5, 3e-3, 3e-4)                  # K0 in atm^-1/2, K1 and K2 site fractions
D = np.array([2.0e-7, 1.5e-7, 1.0e-7])  # cm^2/s
formation_H, formation_S = -234e3, -85.0  # J/mol and J/(mol K), Ni + O2/2 = NiO
hole_mobility = 0.3                     # cm^2/(V s)
cell = 0.418                            # nm, rock-salt lattice parameter
permittivity = 12.0
gap = 3.6                               # eV
grain, boundary = 10e3, 1.0             # nm

formation_G = formation_H - T * formation_S
ln_in = 2.0 * formation_G / (const.R * T)
ln_out = 0.0
kT = const.k * T / const.e              # eV
D_hole = hole_mobility * kT

# Neutrality root against polynomial roots
for q in np.linspace(ln_in, 2.0, 15):
    s = math.exp(q / 2)
    unit = 1e-4
    roots = np.roots([1.0, 0.0, -K[0] * K[1] * s / unit**2,
                      -2 * K[0] * K[1] * K[2] * s / unit**3])
    positive = [r.real * unit for r in roots
                if abs(r.imag) < 1e-9 * abs(r) and r.real > 0]
    assert len(positive) == 1
    assert abs(positive[0] / defects(q, K)[0] - 1) < 1e-8

h_in, y_in = defects(ln_in, K)
h_out, y_out = defects(ln_out, K)
D_out = float(D @ y_out)
kp = growth_constant(ln_in, ln_out, K, D)

# Numerical integral of every charge state against the closed form
closed_parts = D * (primitive(h_out, K) - primitive(h_in, K))
parts = np.array([growth_constant(ln_in, ln_out, K, D * (CHARGE == z))
                  for z in CHARGE])
assert np.allclose(parts, closed_parts, rtol=1e-8, atol=0)
kp_closed = closed_parts.sum()

# Exponents of kp, of the diffusivity and of each defect by finite differences
for q in np.log([1.0, 1e-2, 1e-5]):
    h, y = defects(q, K)
    m = float(D @ y) / growth_constant(ln_in, q, K, D)
    assert abs(slope(lambda t: growth_constant(ln_in, t, K, D), q) - m) < 1e-5
    for z in range(3):
        numeric = slope(lambda t: defects(t, K)[1][z], q)
        assert abs(numeric - vacancy_exponents(h, K)[z]) < 1e-6

# Single-defect limits, including the finite inner pressure
limits = [((9e-18, 1e3, 1e3), 1 / 6), ((3e-11, 1e3, 1e-15), 1 / 4),
          ((1e-5, 1e-20, 1e-20), 1 / 2)]
limit_exponents = []
for K_limit, n in limits:
    m = float(D @ defects(0.0, K_limit)[1]) / growth_constant(ln_in, 0.0, K_limit, D)
    assert abs(m - n / (1 - math.exp(n * ln_in))) < 1e-4
    limit_exponents.append(m)

# Equal diffusivities and negligible neutral vacancies
K_charged = (3e-11, 1e3, 3e-4)
for q in (-15.0, -5.0, 0.0, 5.0):
    x = defects(q, K_charged)[0] / K_charged[2]
    predicted = 0.25 * (1 - 1 / ((x + 1) * (x + 3)))
    assert abs(slope(lambda t: defects(t, K_charged)[1].sum(), q) - predicted) < 1e-5

# If only doubly charged vacancies move, the exponent drops below 1/6
D_double = np.array([0.0, 0.0, D[2]])
n_double = slope(lambda t: float(D_double @ defects(t, K)[1]), 0.0)
m_double = slope(lambda t: growth_constant(ln_in, t, K, D_double), 0.0)
assert n_double < 1 / 6 and m_double < 1 / 6


# Finite hole mobility: chemical-potential formula against Nernst-Planck fluxes
def hole_loss(q, Dh):
    h, y = defects(q, K)
    return float((CHARGE * D) @ y)**2 / (Dh * h + float((CHARGE**2 * D) @ y))


def nernst_planck(Dh, count=4001):
    rows = [defects(q, K) for q in np.linspace(ln_in, ln_out, count)]
    h = np.array([r[0] for r in rows])
    y = np.array([r[1] for r in rows])
    dh, dy = np.diff(h), np.diff(y, axis=0)
    hm, ym = 0.5 * (h[1:] + h[:-1]), 0.5 * (y[1:] + y[:-1])
    # reduced potential step that makes the total electric current vanish
    dpsi = (dy @ (CHARGE * D) - Dh * dh) / (Dh * hm + ym @ (CHARGE**2 * D))
    return 2.0 * np.sum((dy - CHARGE * ym * dpsi[:, None]) @ D)


loss_real = integrate(lambda q: hole_loss(q, D_hole), ln_in, ln_out) / kp
loss_slow = integrate(lambda q: hole_loss(q, 1e-7), ln_in, ln_out) / kp
assert abs(nernst_planck(D_hole) / (kp * (1 - loss_real)) - 1) < 1e-5
assert abs(nernst_planck(1e-7) / (kp * (1 - loss_slow)) - 1) < 1e-4
assert loss_slow > 0.1


# Vacancy storage: similarity solution of the moving-boundary problem
def inner_position(k):
    def rhs(q, state):
        position, flux = state
        h, y = defects(q, K)
        return [float(D @ y) / (2 * flux),
                -position * 0.5 * float(vacancy_exponents(h, K) @ y)]
    # pressure is the independent variable; flux is kept in units of k
    def scaled(q, state):
        a, b = rhs(q, state)
        return [a / k, b]
    end = solve_ivp(scaled, (ln_out, ln_in), [1.0, 0.5 * (1 - y_out.sum())],
                    rtol=1e-9, atol=1e-12)
    return end.y[0, -1]


k_storage = brentq(inner_position, 0.99 * kp, 1.01 * kp, xtol=1e-20, rtol=1e-10)
storage = k_storage / kp - 1
assert y_in.sum() < storage < y_out.sum()

# Donor impurities
donor_rows = []
for donor in (1e-5, 1e-4):
    k_d = growth_constant(ln_in, ln_out, K, D, donor)
    m_d = float(D @ defects(ln_out, K, donor)[1]) / k_d
    numeric = slope(lambda t: growth_constant(ln_in, t, K, D, donor), ln_out)
    assert abs(numeric - m_d) < 1e-5
    donor_rows.append((donor, k_d / kp, m_d))
assert abs(defects(ln_in, K, 1e-4)[1][2] / 0.5e-4 - 1) < 0.02

# Debye-Hueckel interaction between charged defects
site_density = 4 / cell**3                                       # nm^-3
bjerrum = 1e9 * const.e**2 / (4 * math.pi * const.epsilon_0 * permittivity
                              * const.k * T)                     # nm
contact = cell / math.sqrt(2)                                    # nm


def inverse_debye(h, y, length=bjerrum):
    return math.sqrt(4 * math.pi * length * site_density * (h + y[1] + 4 * y[2]))


def interacting(q, length=bjerrum):
    strength = 0.0      # ln(activity coefficient) = -charge^2 * strength
    for _ in range(300):
        K_eff = (K[0], K[1] * math.exp(2 * strength), K[2] * math.exp(4 * strength))
        h, y = defects(q, K_eff)
        kappa = inverse_debye(h, y, length)
        new = length * kappa / (2 * (1 + kappa * contact))
        if abs(new - strength) < 1e-11:
            break
        strength = new
    else:
        raise AssertionError("activity coefficients did not converge")
    return h, y, new


h_dh, y_dh, strength = interacting(ln_out)
g1, g2 = math.exp(-strength), math.exp(-4 * strength)
assert abs(g1 * y_dh[1] * g1 * h_dh / (K[1] * y_dh[0]) - 1) < 1e-8
assert abs(g2 * y_dh[2] * g1 * h_dh / (K[2] * g1 * y_dh[1]) - 1) < 1e-8
assert abs(interacting(ln_out, 1e-9)[0] / h_out - 1) < 1e-6
kp_dh = integrate(lambda q: float(D @ interacting(q)[1]), ln_in, ln_out)
m_dh = float(D @ y_dh) / kp_dh

# Other neglected effects and engineering quantities
boundary_area = 1 - (1 - boundary / grain)**2
break_even = 1 + 1 / boundary_area
electron_ratio = math.exp(-gap / kT) / h_in**2
debye_in, debye_out = 1 / inverse_debye(h_in, y_in), 1 / inverse_debye(h_out, y_out)
thickness = 1e4 * math.sqrt(kp * 36000)                          # micrometre
molar_volume = const.N_A * (cell * 1e-7)**3 / 4                  # cm^3/mol
mass_constant = kp * (15.999 / molar_volume)**2
assert debye_in < 1e-2 * thickness * 1e3

print(f"temperature {T:.0f} K; kT {kT:.4f} eV")
print(f"K0 {K[0]:.1e} atm^-1/2; K1 {K[1]:.1e}; K2 {K[2]:.1e} (site fractions)")
print(f"D0, D1, D2: {D[0]:.2e}, {D[1]:.2e}, {D[2]:.2e} cm^2/s")
print(f"formation enthalpy {formation_H/1e3:.0f} kJ/mol; "
      f"entropy {formation_S:.0f} J/(mol K)")
print(f"formation free energy {formation_G/1e3:.2f} kJ/mol")
print(f"inner pressure {math.exp(ln_in):.3e} atm; ln p_in {ln_in:.3f}")
print(f"inner h {h_in:.3e}; y0 {y_in[0]:.3e}; y1 {y_in[1]:.3e}; y2 {y_in[2]:.3e}")
print(f"outer h {h_out:.3e}; y0 {y_out[0]:.3e}; y1 {y_out[1]:.3e}; y2 {y_out[2]:.3e}")
print(f"kp at 1 atm {kp:.4e} cm^2/s; closed form {kp_closed:.4e} cm^2/s")
for z in range(3):
    print(f"charge -{z}: kp part {parts[z]:.3e} cm^2/s; share {100*parts[z]/kp:.2f} %")
for nodes in (2, 4, 8, 16):
    error = growth_constant(ln_in, ln_out, K, D, nodes=nodes) / kp_closed - 1
    print(f"quadrature nodes {nodes}: relative error {error:.1e}")
print("p/atm | h | D_Ni/(cm^2/s) | kp/(cm^2/s) | m | m for p_in=0 | D_Ni exponent")
for p in (1.0, 0.21, 1e-2, 1e-4, 1e-6):
    q = math.log(p)
    h, y = defects(q, K)
    local_D = float(D @ y)
    k = growth_constant(ln_in, q, K, D)
    k_zero = float(D @ (primitive(h, K) - primitive(0.0, K)))
    k_check = growth_constant(-140.0, q, K, D, nodes=120)
    assert abs(k_check / k_zero - 1) < 1e-6
    n_D = float((D * y) @ vacancy_exponents(h, K)) / local_D
    print(f"{p:.2g} | {h:.3e} | {local_D:.3e} | {k:.3e} | {local_D/k:.4f} | "
          f"{local_D/k_zero:.4f} | {n_D:.4f}")
print("single-defect m at 1 atm, charge -2, -1, 0: "
      + ", ".join(f"{m:.4f}" for m in limit_exponents))
print(f"only charge -2 mobile: D_Ni exponent {n_double:.4f}; m {m_double:.4f}")
print(f"thickness after 10 h {thickness:.1f} um")
print(f"molar volume {molar_volume:.2f} cm^3/mol")
print(f"mass-gain constant {mass_constant:.3e} g^2/(cm^4 s)")
for donor, ratio, m in donor_rows:
    print(f"donor fraction {donor:.0e}: kp ratio {ratio:.3f}; m {m:.4f}")
print(f"permittivity {permittivity:.0f}; lattice parameter {cell:.3f} nm")
print(f"Bjerrum length {bjerrum:.3f} nm; contact distance {contact:.3f} nm")
print(f"Debye length: inner {debye_in:.2f} nm; outer {debye_out:.2f} nm")
print(f"interaction: -ln(activity coeff.) charge 1 {strength:.3f}; "
      f"charge 2 {4*strength:.3f}")
print(f"interaction: outer h {h_dh:.3e}; kp ratio {kp_dh/kp:.3f}; m {m_dh:.4f}")
print(f"grain {grain/1e3:.0f} um; boundary width {boundary:.0f} nm; "
      f"area fraction {boundary_area:.2e}")
print(f"boundary/lattice diffusivity ratio that doubles kp {break_even:.0f}")
print(f"hole mobility {hole_mobility:.1f} cm^2/(V s); "
      f"hole diffusivity {D_hole:.4f} cm^2/s")
print(f"relative kp loss from finite hole mobility {loss_real:.2e}")
print(f"relative kp loss if hole diffusivity were 1e-7 cm^2/s {loss_slow:.3f}")
print(f"vacancy storage: relative kp change {storage:.2e}; "
      f"bound {y_out.sum():.2e}")
print(f"gap {gap:.1f} eV: electron/hole ratio at metal side {electron_ratio:.1e}")
print("done: every assertion held")
```

Output:

```
temperature 1273 K; kT 0.1097 eV
K0 1.0e-05 atm^-1/2; K1 3.0e-03; K2 3.0e-04 (site fractions)
D0, D1, D2: 2.00e-07, 1.50e-07, 1.00e-07 cm^2/s
formation enthalpy -234 kJ/mol; entropy -85 J/(mol K)
formation free energy -125.80 kJ/mol
inner pressure 4.751e-11 atm; ln p_in -23.770
inner h 5.001e-06; y0 6.893e-11; y1 4.134e-08; y2 2.480e-06
outer h 3.000e-04; y0 1.000e-05; y1 1.000e-04; y2 1.000e-04
kp at 1 atm 1.1816e-10 cm^2/s; closed form 1.1816e-10 cm^2/s
charge -0: kp part 4.000e-12 cm^2/s; share 3.39 %
charge -1: kp part 4.700e-11 cm^2/s; share 39.77 %
charge -2: kp part 6.716e-11 cm^2/s; share 56.84 %
quadrature nodes 2: relative error -1.1e-01
quadrature nodes 4: relative error -8.9e-04
quadrature nodes 8: relative error -5.2e-09
quadrature nodes 16: relative error -1.6e-15
p/atm | h | D_Ni/(cm^2/s) | kp/(cm^2/s) | m | m for p_in=0 | D_Ni exponent
1 | 3.000e-04 | 2.700e-11 | 1.182e-10 | 0.2285 | 0.2256 | 0.2569
0.21 | 2.246e-04 | 1.827e-11 | 8.334e-11 | 0.2192 | 0.2153 | 0.2439
0.01 | 1.299e-04 | 9.003e-12 | 4.370e-11 | 0.2060 | 0.1991 | 0.2217
0.0001 | 5.823e-05 | 3.447e-12 | 1.729e-11 | 0.1993 | 0.1833 | 0.1970
1e-06 | 2.659e-05 | 1.444e-12 | 6.753e-12 | 0.2139 | 0.1748 | 0.1822
single-defect m at 1 atm, charge -2, -1, 0: 0.1699, 0.2507, 0.5000
only charge -2 mobile: D_Ni exponent 0.1250; m 0.1489
thickness after 10 h 20.6 um
molar volume 11.00 cm^3/mol
mass-gain constant 2.502e-10 g^2/(cm^4 s)
donor fraction 1e-05: kp ratio 1.077; m 0.2156
donor fraction 1e-04: kp ratio 1.895; m 0.1410
permittivity 12; lattice parameter 0.418 nm
Bjerrum length 1.094 nm; contact distance 0.296 nm
Debye length: inner 9.42 nm; outer 1.29 nm
interaction: -ln(activity coeff.) charge 1 0.508; charge 2 2.032
interaction: outer h 7.620e-04; kp ratio 1.659; m 0.2601
grain 10 um; boundary width 1 nm; area fraction 2.00e-04
boundary/lattice diffusivity ratio that doubles kp 5001
hole mobility 0.3 cm^2/(V s); hole diffusivity 0.0329 cm^2/s
relative kp loss from finite hole mobility 5.11e-06
relative kp loss if hole diffusivity were 1e-7 cm^2/s 0.580
vacancy storage: relative kp change 1.40e-04; bound 2.10e-04
gap 3.6 eV: electron/hole ratio at metal side 2.2e-04
done: every assertion held
```
